# Area selectivity from a barrier difference: initial rates and integrated coverages: verification in Python

```python
"""Area selectivity of one irreversible, self-limiting precursor pulse.

Result under test: coverage_i = 1 - exp(-K_i t), K_i = f s_i, where f is the
arrival rate per site and s_i the probability that a trapped molecule reacts.
A barrier difference gives a large initial ratio r = K_G/K_N, but both
coverages tend to one. G = growth surface, N = non-growth surface.
Selectivity S = (coverage_G - coverage_N)/(coverage_G + coverage_N).
The reference is a master equation for empty, physisorbed and chemisorbed
sites, solved without assuming a steady physisorbed population.
Energies are in eV, times in s, pressure in Pa.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

temperature = 450.0
pressure = 1.0
mass_u = 150.0
site_area_nm2 = 0.2
prefactor = 1.0e13
E_des, E_G, E_N = 0.60, 0.75, 0.95
kT = const.k * temperature / const.e
flux = pressure / np.sqrt(2 * np.pi * mass_u * const.atomic_mass
                          * const.k * temperature)
arrival = flux * site_area_nm2 * 1e-18


def arrhenius(energy):
    return prefactor * np.exp(-energy / kT)


def master(energy, time, arrival_rate=arrival):
    """Populations of empty, physisorbed and chemisorbed sites."""
    kd, kr = arrhenius(E_des), arrhenius(energy)
    generator = np.array([[-arrival_rate, kd, 0.0],
                          [arrival_rate, -(kd + kr), 0.0],
                          [0.0, kr, 0.0]])
    return expm(generator * time)[:, 0]


def reference_coverage(energy, time):
    return master(energy, time)[2]


def reference_rate(energy, time):
    return arrhenius(energy) * master(energy, time)[1]


def reaction_probability(energy):
    return 1 / (1 + np.exp((energy - E_des) / kT))


def coverage(rate_constant, time):
    return -np.expm1(-rate_constant * time)


def close(value, expected, relative):
    return abs(value - expected) <= relative * abs(expected)


s_G, s_N = reaction_probability(E_G), reaction_probability(E_N)
K_G, K_N = arrival * s_G, arrival * s_N
boltzmann = np.exp((E_N - E_G) / kT)
r = s_G + (1 - s_G) * boltzmann

# Initial selectivity from short-time uptake in the master equation.
t_short = 1e-4
r_reference = (reference_coverage(E_G, t_short)
               / reference_coverage(E_N, t_short))
assert close(r_reference, r, 5e-3)

# Closed coverages; errors of order arrival/desorption are expected.
t_star = np.log(r) / (K_G - K_N)
t_99 = -np.log(0.01) / K_G
times = [0.001, 0.01, 0.1, t_star, t_99, 1.0, 10.0, 30.0]
largest_error = 0.0
for time in times:
    for energy, K in ((E_G, K_G), (E_N, K_N)):
        expected = coverage(K, time)
        error = abs(reference_coverage(energy, time) / expected - 1)
        largest_error = max(largest_error, error)
assert largest_error < 3e-3

# Integrated uptake rate and elimination of time.
integrated_N = quad(lambda t: reference_rate(E_N, t), 0, t_99,
                    epsabs=1e-9, epsrel=1e-7)[0]
N_at_99 = 1 - 0.01 ** (1 / r)
assert close(integrated_N, N_at_99, 3e-3)

# Equal pressure-time products give equal coverages.
half_pressure = master(E_G, 0.04, arrival / 2)[2]
full_pressure = master(E_G, 0.02, arrival)[2]
assert close(half_pressure, full_pressure, 2e-3)

# Largest coverage difference and crossing of uptake rates.
best = minimize_scalar(lambda t: reference_coverage(E_N, t)
                       - reference_coverage(E_G, t),
                       bounds=(0.01, 1.0), method="bounded",
                       options={"xatol": 1e-7})
assert close(best.x, t_star, 1e-2)
rate_ratios = []
for factor in (0.5, 1.0, 2.0):
    time = factor * t_star
    ratio = reference_rate(E_G, time) / reference_rate(E_N, time)
    expected = r * np.exp(-(K_G - K_N) * time)
    assert close(ratio, expected, 2e-2)
    rate_ratios.append(expected)

# The coverage ratio must fall throughout the pulse.
grid = np.geomspace(1e-3, 30, 50)
ratios = np.array([reference_coverage(E_G, t) / reference_coverage(E_N, t)
                   for t in grid])
assert np.all(np.diff(ratios) < 0)
t_middle = 10 / K_G
middle_reference = (reference_coverage(E_G, t_middle)
                    / reference_coverage(E_N, t_middle))
middle_estimate = r / 10 + 0.5
assert close(middle_reference, middle_estimate, 5e-3)

# Barrier difference needed for 99 percent on G and 1 percent on N.
r_required = np.log(0.01) / np.log(0.99)
delta_required = kT * np.log((r_required - s_G) / (1 - s_G))
E_N_root = brentq(lambda e: reference_coverage(e, t_99) - 0.01, 0.9, 1.2)
assert abs(E_N_root - E_G - delta_required) < 3e-4

# Same barrier difference, but nearly every trapped molecule reacts on G.
E_G_fast, E_N_fast = 0.40, 0.60
s_G_fast = reaction_probability(E_G_fast)
r_fast = s_G_fast + (1 - s_G_fast) * boltzmann


def reference_rate_constant(energy):
    t1, t2 = 1e-4, 2e-4
    free1 = 1 - reference_coverage(energy, t1)
    free2 = 1 - reference_coverage(energy, t2)
    return np.log(free1 / free2) / (t2 - t1)


r_fast_reference = (reference_rate_constant(E_G_fast)
                    / reference_rate_constant(E_N_fast))
assert close(r_fast_reference, r_fast, 3e-3)

# A larger barrier difference delays saturation without preventing it.
half_times = []
for delta in (0.2, 0.3):
    energy = E_G + delta
    half_time = np.log(2) / (arrival * reaction_probability(energy))
    assert abs(reference_coverage(energy, half_time) - 0.5) < 1e-3
    assert reference_coverage(energy, 10 * half_time) > 0.99
    half_times.append(half_time)

print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"pressure: {pressure:.1f} Pa; molecular mass: {mass_u:.0f} u")
print(f"site area: {site_area_nm2:.1f} nm^2; prefactor: {prefactor:.1e} 1/s")
print(f"desorption energy: {E_des:.2f} eV")
print(f"reaction barriers G, N: {E_G:.2f}, {E_N:.2f} eV")
print(f"molecular flux: {flux:.4e} 1/(m^2 s)")
print(f"arrival rate per site f: {arrival:.1f} 1/s")
print(f"desorption rate k_d: {arrhenius(E_des):.4e} 1/s")
print(f"reaction rates k_G, k_N: {arrhenius(E_G):.4e}, "
      f"{arrhenius(E_N):.4e} 1/s")
print(f"reaction probabilities s_G, s_N: {s_G:.5f}, {s_N:.4e}")
print(f"uptake constants K_G, K_N: {K_G:.3f}, {K_N:.4f} 1/s")
print(f"Boltzmann factor for 0.2 eV: {boltzmann:.1f}")
print(f"initial rate ratio r, formula: {r:.1f}")
print(f"short-pulse coverage ratio, master equation: {r_reference:.1f}")
print(f"initial selectivity S: {(r - 1) / (r + 1):.4f}")
print("time (s) | coverage G | coverage N | ratio G/N | S")
for time in times:
    g, n = coverage(K_G, time), coverage(K_N, time)
    print(f"{time:9.4f} | {g:.5f} | {n:.5f} | {g / n:8.3f} | "
          f"{(g - n) / (g + n):.5f}")
print(f"largest relative coverage error of formula: {largest_error:.2e}")
print(f"time of largest coverage difference, formula: {t_star:.4f} s")
print(f"time of largest difference, master equation: {best.x:.4f} s")
print("uptake rate ratio G/N at 0.5, 1, 2 times that time: "
      + ", ".join(f"{x:.4f}" for x in rate_ratios))
print(f"time for 99% coverage on G: {t_99:.4f} s")
print(f"N coverage then, formula: {100 * N_at_99:.3f} %")
print(f"N coverage then, integrated master rate: {100 * integrated_N:.3f} %")
print(f"N coverage if initial ratio were kept: {99 / r:.3f} %")
print(f"underestimate factor: {N_at_99 * r / 0.99:.2f}")
print(f"coverage ratio at K_G t = 10, estimate: {middle_estimate:.2f}")
print(f"coverage ratio at K_G t = 10, master: {middle_reference:.2f}")
print(f"rate ratio needed for 99% G and 1% N: {r_required:.1f}")
print(f"barrier difference needed, formula: {delta_required:.4f} eV")
print(f"barrier difference needed, master: {E_N_root - E_G:.4f} eV")
print(f"reactive case barriers G, N: {E_G_fast:.2f}, {E_N_fast:.2f} eV")
print(f"reactive case reaction probability on G: {s_G_fast:.4f}")
print(f"reactive case rate ratio, formula: {r_fast:.3f}")
print(f"reactive case rate ratio, master: {r_fast_reference:.3f}")
print(f"N half-coverage time, 0.2 eV difference: {half_times[0]:.3f} s")
print(f"N half-coverage time, 0.3 eV difference: {half_times[1]:.3f} s")
print("checks complete")
```

Output:

```
temperature: 450 K; kT: 0.03878 eV
pressure: 1.0 Pa; molecular mass: 150 u
site area: 0.2 nm^2; prefactor: 1.0e+13 1/s
desorption energy: 0.60 eV
reaction barriers G, N: 0.75, 0.95 eV
molecular flux: 1.0141e+22 1/(m^2 s)
arrival rate per site f: 2028.3 1/s
desorption rate k_d: 1.9068e+06 1/s
reaction rates k_G, k_N: 3.9845e+04, 2.2933e+02 1/s
reaction probabilities s_G, s_N: 0.02047, 1.2026e-04
uptake constants K_G, K_N: 41.516, 0.2439 1/s
Boltzmann factor for 0.2 eV: 173.7
initial rate ratio r, formula: 170.2
short-pulse coverage ratio, master equation: 169.9
initial selectivity S: 0.9883
time (s) | coverage G | coverage N | ratio G/N | S
   0.0010 | 0.04067 | 0.00024 |  166.740 | 0.98808
   0.0100 | 0.33976 | 0.00244 |  139.465 | 0.98576
   0.1000 | 0.98426 | 0.02410 |   40.846 | 0.95221
   0.1245 | 0.99430 | 0.02990 |   33.250 | 0.94161
   0.1109 | 0.99000 | 0.02669 |   37.087 | 0.94749
   1.0000 | 1.00000 | 0.21645 |    4.620 | 0.64413
  10.0000 | 1.00000 | 0.91277 |    1.096 | 0.04561
  30.0000 | 1.00000 | 0.99934 |    1.001 | 0.00033
largest relative coverage error of formula: 1.59e-03
time of largest coverage difference, formula: 0.1245 s
time of largest difference, master equation: 0.1246 s
uptake rate ratio G/N at 0.5, 1, 2 times that time: 13.0463, 1.0000, 0.0059
time for 99% coverage on G: 0.1109 s
N coverage then, formula: 2.669 %
N coverage then, integrated master rate: 2.667 %
N coverage if initial ratio were kept: 0.582 %
underestimate factor: 4.59
coverage ratio at K_G t = 10, estimate: 17.52
coverage ratio at K_G t = 10, master: 17.54
rate ratio needed for 99% G and 1% N: 458.2
barrier difference needed, formula: 0.2384 eV
barrier difference needed, master: 0.2384 eV
reactive case barriers G, N: 0.40, 0.60 eV
reactive case reaction probability on G: 0.9943
reactive case rate ratio, formula: 1.989
reactive case rate ratio, master: 1.989
N half-coverage time, 0.2 eV difference: 2.842 s
N half-coverage time, 0.3 eV difference: 37.453 s
checks complete
```
